\section*{Quadrupole shift of a trapped-ion D level and its cancellation}

\section{The interaction}

Q: A trapped ion sits where the mean electric field vanishes. Why should a D level be shifted by the trap at all?

A: Because the field vanishes at one point, while the electrons occupy a region around it. Put the nucleus at the origin and let $\varphi(\mathbf r)$ be the static potential of everything outside the ion: electrodes, stray charges, neighbouring ions. In Hartree atomic units an electron has charge $-1$, so the electrons have the energy $-\sum_k\varphi(\mathbf r_k)$. With $\varphi_{ij}=\partial_i\partial_j\varphi$ at the origin and repeated indices summed,
\begin{equation}
\varphi(\mathbf r)=\varphi(0)+r_i\,\partial_i\varphi(0)+\tfrac12\varphi_{ij}r_ir_j+\dots
\end{equation}
The constant shifts all levels alike. The linear term is the field, which is zero here. The first term that can tell one level from another is
\begin{equation}
H_Q=-\tfrac12\varphi_{ij}\sum_k r_{k,i}r_{k,j}. \label{hq}
\end{equation}
The nucleus is taken as a point without spin, so it adds nothing to this term and there is no hyperfine structure. Only the static gradient is treated. The radio-frequency gradient of a Paul trap is much larger; it averages to zero at first order but contributes at second order.

Q: That is not yet a quadrupole. The product $r_ir_j$ also contains $r^2$, which would shift an S level too.

A: The $r^2$ part drops out because the sources lie outside the ion. Laplace's equation then holds at the origin, $\varphi_{ii}=0$. Define
\begin{equation}
\Theta_{ij}=-\tfrac12\sum_k\left(3r_{k,i}r_{k,j}-r_k^2\delta_{ij}\right).
\end{equation}
Contraction with the gradient gives
\begin{equation}
\varphi_{ij}\Theta_{ij}=-\tfrac32\varphi_{ij}\sum_k r_{k,i}r_{k,j}+\tfrac12\varphi_{ii}\sum_k r_k^2 .
\end{equation}
The last term is zero, and comparison with (\ref{hq}) yields
\begin{equation}
H_Q=\tfrac13\varphi_{ij}\Theta_{ij}. \label{hq2}
\end{equation}

\section{The shift of one Zeeman state}

Q: The level has $2J+1$ degenerate states. Which of them do you use for the expectation value?

A: The magnetic field decides. Let it point along the unit vector $\mathbf n$, and let the Zeeman spacing be large compared with the matrix elements of $H_Q$ but small compared with the fine structure. The unperturbed states are then $|J,m\rangle$ with $m$ measured along $\mathbf n$. They are not degenerate, and the first-order shift is $\langle H_Q\rangle$ in each of them.

Q: You still need all components of $\langle\Theta_{ij}\rangle$, for a field at an arbitrary angle to the trap.

A: One number is enough. A rotation about $\mathbf n$ multiplies $|J,m\rangle$ by a phase, so $\langle\Theta_{ij}\rangle$ is unchanged by it. A symmetric matrix with this property has the form $a\,n_in_j+b\,\delta_{ij}$. Its trace must vanish, so $a+3b=0$. Its component along $\mathbf n$ is $a+b=\langle\Theta_{nn}\rangle$. Hence $a=\tfrac32\langle\Theta_{nn}\rangle$, $b=-\tfrac12\langle\Theta_{nn}\rangle$, and
\begin{equation}
\langle\Theta_{ij}\rangle=\tfrac12\langle\Theta_{nn}\rangle(3n_in_j-\delta_{ij}).
\end{equation}
Inserted in (\ref{hq2}), with $\varphi_{ii}=0$ once more, this gives
\begin{equation}
\Delta E=\tfrac12\langle\Theta_{nn}\rangle\,\varphi_{nn},\qquad \varphi_{nn}=n_i\varphi_{ij}n_j. \label{half}
\end{equation}

Q: And how does $\langle\Theta_{nn}\rangle$ depend on $m$?

A: By the Wigner--Eckart theorem, the $m$ dependence within a level is the same for all tensor operators of rank two. The operator $3J_n^2-\mathbf J^2$ is built from $\mathbf J$ as $3z^2-r^2$ is from $\mathbf r$, and it has the diagonal elements $3m^2-J(J+1)$. So $\langle\Theta_{nn}\rangle$ is proportional to these. The constant is fixed by the stretched state, whose value defines the quadrupole moment of the level, $\Theta=\langle\Theta_{nn}\rangle_{m=J}$. There $3J^2-J(J+1)=J(2J-1)$, and therefore
\begin{equation}
\Delta E=\frac{\Theta}{2}\,c_m\,\varphi_{nn},\qquad c_m=\frac{3m^2-J(J+1)}{J(2J-1)}. \label{shift}
\end{equation}
This needs $J\ge1$. For $J=\tfrac12$ a rank-two operator has no matrix elements within the level, so an $S_{1/2}$ ground level does not shift in this order, and an S--D transition carries the full shift of the D state. For $J=\tfrac52$ the factors are $c=-0.8,\,-0.2,\,1$ for $|m|=\tfrac12,\tfrac32,\tfrac52$; for $J=\tfrac32$ they are $-1$ and $1$.

Q: What does this look like in an axially symmetric trap?

A: Then the principal gradients are $-\varphi_0/2,-\varphi_0/2,\varphi_0$. For a field at angle $\beta$ to the axis,
\begin{equation}
\varphi_{nn}=\varphi_0\left(\cos^2\beta-\tfrac12\sin^2\beta\right)=\tfrac12\varphi_0(3\cos^2\beta-1).
\end{equation}
The shift changes sign at $\cos^2\beta=\tfrac13$.

\section{The quadrupole moment of a single d electron}

Q: So far $\Theta$ is a name. What is its sign, and how large is it?

A: Take one d electron outside closed shells. The shells are spherical and contribute nothing. In D$_{5/2}$ the stretched state has $m_l=2$ and spin up. With $u=\cos\theta$, its angular density is proportional to $(1-u^2)^2$, so
\begin{equation}
\langle u^2\rangle=\frac{\int_0^1u^2(1-u^2)^2du}{\int_0^1(1-u^2)^2du}=\frac{8/105}{8/15}=\frac17 ,
\end{equation}
and $\tfrac12\langle3u^2-1\rangle=-\tfrac27$. The electron charge reverses the sign:
\begin{equation}
\Theta(\mathrm D_{5/2})=\tfrac27\langle r^2\rangle .
\end{equation}
The sign can be read physically. The stretched electron stays near the plane normal to $\mathbf n$. If $\varphi_{nn}>0$, the potential falls on average in that plane, which costs a negative charge energy. The shift is positive, as (\ref{shift}) says.

Q: D$_{3/2}$ mixes spin and orbit. Does the same method work?

A: Yes. Write its stretched state as $a|2,\downarrow\rangle+b|1,\uparrow\rangle$. The raising operator must annihilate it. Since $J_+|2,\downarrow\rangle=|2,\uparrow\rangle$ and $J_+|1,\uparrow\rangle=2|2,\uparrow\rangle$, we need $a+2b=0$, so $a^2=\tfrac45$ and $b^2=\tfrac15$. For $m_l=1$ the density is proportional to $u^2(1-u^2)$, which gives $\langle u^2\rangle=\tfrac{2/35}{2/15}=\tfrac37$ and $\tfrac12\langle3u^2-1\rangle=\tfrac17$. The two parts have opposite spins, so no cross term appears:
\begin{equation}
\Theta(\mathrm D_{3/2})=-\left[\tfrac45\left(-\tfrac27\right)+\tfrac15\cdot\tfrac17\right]\langle r^2\rangle=\tfrac15\langle r^2\rangle .
\end{equation}

Q: Give me a real ion.

A: Take the 4d level of Sr$^+$. The Sr$^{2+}$ core is treated in nonrelativistic Hartree--Fock and then frozen, and the 4d electron moves in its field. This gives $\langle r^2\rangle=11.84$ bohr$^2$, hence $\Theta(\mathrm D_{5/2})=3.38\,ea_0^2=1.52\times10^{-39}$ C\,m$^2$ and $\Theta(\mathrm D_{3/2})=2.37\,ea_0^2$. Omitting the most diffuse d functions of the basis leaves $\langle r^2\rangle$ unchanged in the printed digits. That tests only the diffuse end of the d basis. Denser basis sets for all shells converge to $\langle r^2\rangle=11.86$ bohr$^2$ and $\Theta(\mathrm D_{5/2})=3.39\,ea_0^2$, higher by 0.2\%; the numbers below keep 11.84. The model error is larger, since the model leaves out relativity, relaxation and polarization of the core, and correlation. A core-polarization potential fitted to the observed 4d binding energy already lowers $\langle r^2\rangle$, and with it $\Theta$, by about ten percent. The hertz values below inherit this limitation; their further digits serve to show the cancellation.

\section{Three orthogonal directions}

Q: Now the claim I doubt. The trap has its own axes, which I may not know. How can three field directions cancel the shift if they are not aligned with the trap?

A: Let $\mathbf n_1,\mathbf n_2,\mathbf n_3$ be orthonormal and put them in the rows of a matrix $R$. Then $RR^T=1$, so $R^TR=1$ as well, which reads $\sum_a n_{a,i}n_{a,j}=\delta_{ij}$. For a fixed state $m$,
\begin{equation}
\sum_{a=1}^3\Delta E_a=\frac{\Theta}{2}c_m\,\varphi_{ij}\sum_a n_{a,i}n_{a,j}=\frac{\Theta}{2}c_m\,\varphi_{ii}=0. \label{three}
\end{equation}
The orientation of the triad relative to the trap does not enter. What matters is Laplace's equation, and that the gradient stays the same during the three measurements.

Q: Show it with directions that are not principal axes.

A: Let the principal gradients be $-8,-12,20$ V/mm$^2$ along $x,y,z$, and choose
\begin{equation}
\mathbf n_1=\tfrac13(1,2,2),\quad \mathbf n_2=\tfrac13(2,1,-2),\quad \mathbf n_3=\tfrac13(2,-2,1).
\end{equation}
For the second direction
\begin{equation}
\varphi_{nn}=\tfrac19\left[4(-8)+1(-12)+4(20)\right]=4\ \mathrm{V/mm^2}.
\end{equation}
The atomic unit of gradient is $9.717\times10^{21}$ V/m$^2$, so this is $4.116\times10^{-16}$ atomic units. With $6.580\times10^{15}$ Hz per hartree, the state $|m|=\tfrac52$ of D$_{5/2}$ shifts by
\begin{equation}
\tfrac12(3.384)(4.116\times10^{-16})(6.580\times10^{15}\ \mathrm{Hz})=4.58\ \mathrm{Hz}.
\end{equation}
All shifts, in Hz, are:
\begin{center}
\begin{tabular}{lrrrr}
 & $\varphi_{nn}$ (V/mm$^2$) & $|m|=\frac12$ & $\frac32$ & $\frac52$\\
$\mathbf n_1$ & 2.67 & $-2.44$ & $-0.61$ & 3.05\\
$\mathbf n_2$ & 4.00 & $-3.67$ & $-0.92$ & 4.58\\
$\mathbf n_3$ & $-6.67$ & 6.11 & 1.53 & $-7.64$
\end{tabular}
\end{center}
Each column sums to zero within the rounding. For D$_{3/2}$ in this model, the shift at $|m|=\tfrac32$ is $\tfrac15/\tfrac27=0.7$ times that of D$_{5/2}$ at $|m|=\tfrac52$: 3.2 Hz for the second direction.

Q: You assumed a field weak against the fine structure. If it mixes D$_{5/2}$ with D$_{3/2}$, formula (\ref{shift}) fails. Is the cancellation lost?

A: No, provided that the three fields have equal strength and the state is not degenerate. Its projection of $\mathbf J$ on $\mathbf n$ is still definite, so the symmetry argument still holds and (\ref{half}) remains valid. The factor $\langle\Theta_{nn}\rangle$ now depends on the field strength for the mixed states $|m|=\tfrac12,\tfrac32$; the stretched states $m=\pm\tfrac52$ have no partner in D$_{3/2}$ and keep their value. In no case does the factor depend on the direction. The sum is again proportional to $\varphi_{ii}$. A numerical test with a magnetic coupling comparable to the spin--orbit coupling confirms this: the largest single shift exceeds 1 Hz and the direction means vanish.

\section{All values of $m$}

Q: The rows of your table also seem to sum to zero. Is that an accident of $J=\tfrac52$?

A: It holds for every $J\ge1$. The trace of $J_n^2$ over the level is the same for each direction, so it is one third of the trace of $\mathbf J^2$:
\begin{equation}
\sum_m m^2=\tfrac13J(J+1)(2J+1).
\end{equation}
Hence
\begin{equation}
\sum_m\left[3m^2-J(J+1)\right]=J(J+1)(2J+1)-(2J+1)J(J+1)=0 .
\end{equation}
Physically, a level with all its states equally filled has a spherical charge distribution, and a traceless gradient does not act on it. Because $c_m$ is even in $m$, one state from each pair $\pm m$ suffices at first order when $J$ is half-integer: here $-0.8-0.2+1=0$. For integer $J$ the unpaired state $m=0$ must then be given half weight. One field direction is enough, and it need not be known.

Q: Does this too require the Zeeman splitting to dominate?

A: No. Let $P$ project on the level. The sum just computed says that $PH_QP$ has zero trace. The Zeeman operator, proportional to $J_n$ within the level, also has zero trace, since $\sum_m m=0$. The trace of their sum is the sum of its eigenvalues. Thus the $2J+1$ energies, measured from the unperturbed level, sum to zero for any ratio of the two couplings, even when $m$ no longer labels the states.

\section{Where the cancellations end}

Q: Then the direction average should also survive in a weak field.

A: It does not. Equation (\ref{three}) is linear in $\varphi_{ij}$, and the second order behaves differently. Let $\delta$ be the Zeeman spacing, with energy rising with $m$. Then
\begin{equation}
E^{(2)}_m=\sum_{m'\ne m}\frac{|\langle m'|H_Q|m\rangle|^2}{(m-m')\,\delta}. \label{second}
\end{equation}
For $m=J$ all denominators are positive. No direction can contribute a negative term, so nothing is left to cancel.

Q: How large is the remainder?

A: For $J=\tfrac52$ it can be worked out. The Wigner--Eckart theorem applies to all components of $\Theta_{ij}$, so within the level
\begin{equation}
\Theta_{ij}=\frac{\Theta}{10}\left[\tfrac32(J_iJ_j+J_jJ_i)-\mathbf J^2\delta_{ij}\right],\quad
H_Q=\frac{\Theta}{20}\varphi_{ij}(J_iJ_j+J_jJ_i).
\end{equation}
Let axes 1 and 2 be normal to $\mathbf n$. From $m=\tfrac52$, $H_Q$ reaches $\tfrac32$ and $\tfrac12$. With $\langle\tfrac32|J_-|\tfrac52\rangle=\sqrt5$ and $\langle\tfrac12|J_-^2|\tfrac52\rangle=\sqrt{40}$, and with $J_1=\tfrac12(J_++J_-)$, $J_2=\tfrac1{2i}(J_+-J_-)$, the elements are
\begin{align}
\langle\tfrac32|H_Q|\tfrac52\rangle&=\frac{\Theta}{10}\,2\sqrt5\,(\varphi_{1n}+i\varphi_{2n}),\\
\langle\tfrac12|H_Q|\tfrac52\rangle&=\frac{\Theta}{20}\sqrt{40}\left[\tfrac12(\varphi_{11}-\varphi_{22})+i\varphi_{12}\right].
\end{align}
Squaring, and dividing by $\delta$ and $2\delta$, we find
\begin{equation}
E^{(2)}_{5/2}=\frac{\Theta^2}{\delta}\left[\frac{\varphi_{1n}^2+\varphi_{2n}^2}{5}+\frac{\frac14(\varphi_{11}-\varphi_{22})^2+\varphi_{12}^2}{20}\right].
\end{equation}
In the basis of our triad the off-diagonal gradients are $\varphi_{12}=-13.33$, $\varphi_{13}=8$ and $\varphi_{23}=-5.33$ V/mm$^2$; their squares sum to 270.2. Summed over the three field directions, the first numerator is $2\times270.2=540.4$. The second is $50.7+270.2=320.9$, where 50.7 comes from the differences of the diagonal elements. The mean bracket is
\begin{equation}
\tfrac13\left(\tfrac{540.4}{5}+\tfrac{320.9}{20}\right)=41.4\ (\mathrm{V/mm^2})^2 .
\end{equation}
From the table, $\Theta$ corresponds to $2\times4.582/4=2.291$ Hz per V/mm$^2$, so the mean of $E^{(2)}\delta$ is $2.291^2\times41.4=217$ Hz$^2$. The spacing is $\delta=g\mu_BB/h$ in hertz, with $g=\tfrac65$ for D$_{5/2}$. At 5 $\mu$T it is 84.0 kHz, and the remainder is 2.59 mHz. Diagonalization within the level gives the same value, and half of it at twice the field. This is the remainder from the static gradient alone. A radio-frequency gradient of amplitude 1400 V/mm$^2$ at 14 MHz, along $x$ and $y$ with opposite signs, would add about $-0.4$ mHz for $m=+\tfrac52$ at this field and the opposite for $m=-\tfrac52$.

Q: And when the Zeeman spacing is no longer large?

A: At 1 nT it is 16.8 Hz, comparable with the quadrupole coupling. The second-order estimate would be $217/16.8=12.9$ Hz. Diagonalization gives a direction mean of 10.8 Hz for the top level, larger than any single first-order shift in the table. Perturbation theory is now poor and the direction average useless, while the sum over the six levels is still zero for each direction.

Q: Can the second-order remainder be removed in a strong field?

A: Yes, by averaging $+m$ and $-m$. Time reversal leaves $H_Q$ unchanged and turns $m$ into $-m$, so the squared elements in (\ref{second}) are equal for both signs, while the denominators change sign. Hence $E^{(2)}_{-m}=-E^{(2)}_m$. The third-order term has two denominators, is even in $m$ and survives the pair average; it falls as $1/\delta^2$. At 5 $\mu$T the computed means for $m=\pm\tfrac52$ are $\pm2.59$ mHz. The same pair average removes the linear Zeeman shift if the field strength is stable.

Q: Does anything spoil the sum over $m$?

A: Coupling to other levels does. $H_Q$ connects D$_{5/2}$ with D$_{3/2}$, and the upper level is pushed up in second order. Numerically, doubling the coupling multiplies this remainder by 4.00. With couplings near 10 Hz and a fine-structure splitting of very roughly $10^{13}$ Hz, its scale is $10^2/10^{13}=10^{-11}$ Hz for the static gradient, negligible here; the radio-frequency gradient considered above raises it to a few $10^{-8}$ Hz, still negligible. The magnetic field connects the two levels too. At 5 $\mu$T its matrix elements between them are about $3\times10^4$ Hz, so the resulting quadratic Zeeman shift is of order $(3\times10^4)^2/10^{13}\approx10^{-4}$ Hz. This is not a quadrupole shift, but the average over $m$ does not remove it, and it must be corrected separately. At first order, the cancellation can also be spoiled by unequal total weights of the pairs $\pm m$, or by a gradient that drifts between measurements.

Q: My coils will not produce perfectly orthogonal fields.

A: For the direction average that can be a larger error than the second-order remainder. Tilt the first field by $\varepsilon$ towards the second, $\mathbf n_1'=\cos\varepsilon\,\mathbf n_1+\sin\varepsilon\,\mathbf n_2$. The sum of $\varphi_{nn}$ was zero before, so it now equals the change of its first term:
\begin{equation}
\mathbf n_1'\!\cdot\varphi\cdot\mathbf n_1'-\varphi_{11}=\sin2\varepsilon\,\varphi_{12}+\sin^2\!\varepsilon\,(\varphi_{22}-\varphi_{11}).
\end{equation}
For small $\varepsilon$ the mean shift is one third of $\tfrac12\Theta c_m\cdot2\varepsilon\varphi_{12}$:
\begin{equation}
\overline{\Delta E}\simeq\tfrac13\Theta\,c_m\,\varepsilon\,\varphi_{12}.
\end{equation}
One degree is 0.01745 rad, so for $|m|=\tfrac52$ this is $\tfrac13(2.291)(0.01745)(-13.33)=-0.178$ Hz, in agreement with the directly computed mean. That is about 2\% of the largest single shift, and some seventy times the second-order remainder at 5 $\mu$T. If the triad lies along the principal axes, $\varphi_{12}=0$ and the error starts at $\varepsilon^2$. The average over $m$ is unaffected by the tilt, since it cancels separately for each direction. The numerical output below lists the computed shifts.

\section*{Computed results}
\begin{verbatim}
Sr2+ Hartree-Fock energy: -3130.932 hartree
virial ratio -V/T: 2.000022
Sr+ 4d orbital energy: -0.3128 hartree
Sr+ 4d mean r^2: 11.843 bohr^2
same without most diffuse d functions: 11.843 bohr^2
Theta(D5/2): 3.384 e bohr^2
Theta(D5/2): 1.518e-39 C m^2
Theta(D3/2): 2.369 e bohr^2
principal gradients xx, yy, zz: [ -8. -12.  20.] V/mm^2
atomic unit of field gradient: 9.7174e+21 V/m^2
zz gradient: 2.0582e-15 atomic units
one hartree / h: 6.579684e+15 Hz
D5/2 m factors for |m| = 1/2, 3/2, 5/2: -0.80, -0.20, 1.00
direction 1: 3n = [1 2 2]  n.phi.n = 2.6667 V/mm^2
  shifts for |m| = 1/2, 3/2, 5/2: -2.4438, -0.6110, 3.0548 Hz
  mean over all six m: 0.0000 Hz
direction 2: 3n = [ 2  1 -2]  n.phi.n = 4.0000 V/mm^2
  shifts for |m| = 1/2, 3/2, 5/2: -3.6657, -0.9164, 4.5822 Hz
  mean over all six m: 0.0000 Hz
direction 3: 3n = [ 2 -2  1]  n.phi.n = -6.6667 V/mm^2
  shifts for |m| = 1/2, 3/2, 5/2: 6.1095, 1.5274, -7.6369 Hz
  mean over all six m: 0.0000 Hz
mean over three directions, |m| = 1/2, 3/2, 5/2: 0.0000, 0.0000, 0.0000 Hz
g factor of D5/2 (electron spin g = 2): 1.2000
high field: 5.0 microtesla, Zeeman spacing 83.977 kHz
  direction mean left over, m = +5/2: 2.5864 mHz
  direction mean left over, m = -5/2: -2.5863 mHz
  same for m = +5/2 at doubled field: 1.2932 mHz
low field: 1.0 nanotesla, Zeeman spacing 16.795 Hz
  direction mean of top level shift: 10.838 Hz
  sum over six levels, each direction: 0.0000, 0.0000, 0.0000 Hz
fine-structure remainder ratio, doubled coupling: 4.001
n1.phi.n2: -13.3333 V/mm^2
1 degree tilt, mean error for |m| = 5/2: -0.1775 Hz
  linear estimate: -0.1777 Hz
\end{verbatim}
